# The Z2 Index from the Pfaffian of the Time-Reversal Sewing Matrix, part 2

A two-dimensional insulator of independent electrons has a gap at every $\mathbf k$ and the symmetry $\Theta H(\mathbf k)\Theta^{-1}=H(-\mathbf k)$, with $\Theta$ antiunitary and $\Theta^2=-1$. The lattice constant is 1, $H(\mathbf k)$ is periodic in the zone, and positions are measured by the unit-cell label. The question is what the $\mathbb Z_2$ index $\nu\in\{0,1\}$ measures in

$$(-1)^\nu=\prod_{i=1}^{4}\frac{\mathrm{Pf}\,w(\Lambda_i)}{\sqrt{\det w(\Lambda_i)}} . \tag{2}$$

Here $w_{mn}(\mathbf k)=\langle u_m(-\mathbf k)|\Theta u_n(\mathbf k)\rangle$ for an occupied frame $u_n$, $n=1,\dots,2N$, continuous on $0\le k_y\le\pi$ and periodic in $k_x$. At the invariant momenta $\Lambda_i$, $w$ is antisymmetric and each factor is $\pm1$. The root is followed continuously along $k_y=0$ and $k_y=\pi$.

For any states, and for antisymmetric $M$,

$$\langle a|\Theta b\rangle=-\langle b|\Theta a\rangle . \tag{3}$$

$$\mathrm{Pf}(BMB^T)=\det B\;\mathrm{Pf}\,M. \tag{7}$$

Under $|u'_n\rangle=\sum_m|u_m\rangle U_{mn}$,

$$w'(\mathbf k)=U(-\mathbf k)^\dagger\,w(\mathbf k)\,U(\mathbf k)^* . \tag{8}$$

Each invariant line, with $k=k_x$, has a continuous periodic frame in halves I and II, $\alpha=1,\dots,N$, with phases $\chi_\alpha$:

$$|u^{I}_\alpha(-k)\rangle=-e^{i\chi_\alpha(k)}|\Theta u^{II}_\alpha(k)\rangle,\qquad |u^{II}_\alpha(-k)\rangle=e^{i\chi_\alpha(-k)}|\Theta u^{I}_\alpha(k)\rangle, \tag{10}$$

$$P^s=\frac1{2\pi}\int_{-\pi}^{\pi}A^s(k)\,dk,\qquad A^s=i\sum_\alpha\langle u^s_\alpha|\partial_ku^s_\alpha\rangle,\qquad s=I,II. \tag{11}$$

For a single state this integral is the mean position of its Wannier function. With $A=A^I+A^{II}$, $P_\rho=P^I+P^{II}$ and $P_\theta=P^I-P^{II}$,

$$P^I=\frac1{2\pi}\Big[\int_0^\pi A\,dk+i\log\frac{\mathrm{Pf}\,w(\pi)}{\mathrm{Pf}\,w(0)}\Big]\pmod 1. \tag{17}$$

$$P_\theta=\frac1{2\pi}\big[\Delta\arg\det w-2\,\Delta\arg\mathrm{Pf}\,w\big]\pmod 2, \tag{20}$$

$$(-1)^{P_\theta}=\frac{\mathrm{Pf}\,w(0)}{\sqrt{\det w(0)}}\;\frac{\mathrm{Pf}\,w(\pi)}{\sqrt{\det w(\pi)}} . \tag{21}$$

In (20), $\Delta$ is the value at $k=\pi$ minus that at $k=0$, with $\arg\det w$ followed continuously.

$P$ without a label is the projector on the occupied states, and $Q=1-P$. The transport equation $F'=[P',P]F$, with a prime for the derivative along the path, keeps a frame $F$ orthonormal and occupied, so $QF=0$. Also $PP'P=0$ and $PP'=P'Q$.

## From two invariant lines to the index

The first half used an orthonormal occupied frame $u_n(\mathbf k)$ with $2N$ members, the sewing matrix $w_{mn}(\mathbf k)=\langle u_m(-\mathbf k)|\Theta u_n(\mathbf k)\rangle$, and the trace $A=i\sum_n\langle u_n|\partial_{k_x}u_n\rangle$. On each line $k_y=0$ or $\pi$, with $k=k_x$, the occupied states divide into halves I and II exchanged by $\Theta$, with polarizations $P^I$ and $P^{II}$. Their sum is $P_\rho$ and their difference is the integer $P_\theta=2P^I-P_\rho$. The value of $P^I$ modulo 1 does not depend on the frame, and $P_\theta$ modulo 2 is given by (20), or as a product of two signs by (21).

A single line does not yet yield an invariant. Change the frame by a continuous periodic $U(k)$ with $\det U=e^{i\varphi(k)}$. By (8), $\arg\det w(k)$ changes by $-\varphi(k)-\varphi(-k)$, and by (7) the phase of the Pfaffian at an invariant point changes by $-\varphi$. In (20) the result is

$$\delta P_\theta=\frac{-[\varphi(\pi)+\varphi(-\pi)-2\varphi(0)]+2[\varphi(\pi)-\varphi(0)]}{2\pi}=\frac{\varphi(\pi)-\varphi(-\pi)}{2\pi}\pmod 2. \tag{22}$$

This is the winding number of $\det U$ around the line. An odd winding reverses the sign (21). In terms of Wannier functions, multiplying one $u^I_\alpha$ by $e^{ik}$ moves its centre by one lattice constant and leaves its partner in place, so the difference $P^I-P^{II}$ changes by one although the insulator is the same.

The same remark shows that (21) applies to any continuous periodic frame. Frames of the type (10) exist with every winding, because one $u^I_\alpha$ may be multiplied by $e^{ink}$. A given frame is thus related to one of them by a $U$ without winding, and (20) gives the $P_\theta$ of that partner frame.

The comparison of two lines removes the ambiguity, provided that their frames are joined continuously. Let two frames both be continuous on the half zone $0\le k_y\le\pi$ and periodic in $k_x$. They are related by a $U(k_x,k_y)$ with the same properties. The winding of $\det U$ along $k_x$ is an integer that varies continuously with $k_y$, so it is constant, and by (22) both lines change by the same amount. The number

$$\nu=P_\theta(k_y=\pi)-P_\theta(k_y=0)\pmod 2 \tag{23}$$

is therefore a property of the occupied bands. Multiplying the signs (21) of the two lines gives the four-point product (2).

A frame of the required kind can be found for every insulator considered here. Take a continuous periodic frame on $k_y=0$, whose existence was shown by construction, and carry it in the direction of $k_y$ at each $k_x$ with the transport equation $\partial_{k_y}F=[\partial_{k_y}P,P]F$. The projector and the starting frame are continuous and periodic in $k_x$, and so is the solution. Nothing is required of the frame for $-\pi<k_y<0$. A frame continuous over the whole zone may be used as well, since its restriction to the half zone meets the conditions.

The index cannot change while the Hamiltonian is deformed smoothly with its gap and its time-reversal symmetry intact. The frame can be transported along the deformation parameter in the same way. Each factor of (2) then varies continuously and has the values $\pm1$, so it stays fixed. Where the gap closes the projector on the occupied states is not determined and can jump, so the argument fails.

A limit and its generalization show what the index distinguishes. If the occupied space does not depend on $\mathbf k$, as for isolated atoms, a constant frame gives a constant $w$. The two factors on each line are then equal, and $\nu=0$. More generally, suppose that a frame on the half zone satisfies (10) with $\chi_\alpha=0$ on both invariant lines. Then $\mathrm{Pf}\,w=(-1)^N$ at all four points and $\det w=1$ along the lines, so the product is $+1$. For $\nu=1$ no continuous frame on the half zone can have this form at both of its edges. Each line separately admits such a frame, and the obstruction lies in joining them.

The obstruction can be seen in the motion of Wannier centres. At fixed $k_y$, carry an occupied frame along $k_x$ from $-\pi$ to $\pi$ with the transport equation. It returns as $F(\pi)=F(-\pi)W$ with a unitary $W(k_y)$. Let $f_n$ be an eigenvector of $W$ with eigenvalue $e^{2\pi ix_n}$. The state

$$\tilde u_n(k)=F(k)f_n\,e^{-ix_n(k+\pi)} \tag{24}$$

is periodic. The transport has $PF'=P[P',P]F=-PP'F=-P'QF=0$, so $P\partial_k\tilde u_n=-ix_n\tilde u_n$ and $i\langle\tilde u_n|\partial_k\tilde u_n\rangle=x_n$. By the interpretation of (11), $x_n(k_y)$ is the centre along $x$ of a Wannier function, defined modulo 1.

On the invariant lines the centres coincide in pairs. Put $v(k)=\Theta\tilde u(-k)$. Then

$$P(k)\,\partial_kv=-\Theta\,P(-k)(\partial\tilde u)(-k)=-\Theta\,[-ix\,\tilde u(-k)]=-ix\,v(k), \tag{25}$$

where antilinearity changed $-ix$ into $+ix$ before the outer minus sign acted. So $v$ has the same centre as $\tilde u$. Moreover $\partial_k\langle\tilde u|v\rangle=(ix-ix)\langle\tilde u|v\rangle=0$, and at $k=0$ the overlap $\langle\tilde u|\Theta\tilde u\rangle$ vanishes by (3). The two states are therefore orthogonal for all $k$. Transport and time reversal both preserve the space orthogonal to the pair, and the argument can be repeated there. Taking $\tilde u$ as $u^I$ and $v$ as $u^{II}$ gives a frame of the type (10) with $\chi=0$, in which

$$P^I=\sum_{\text{pairs}}x_\alpha\pmod 1, \tag{26}$$

with one centre taken from each pair. Since $P^I$ modulo 1 is independent of the frame, this holds in general.

Between the lines, $P_\rho$ in a frame continuous on the half zone is a continuous function of $k_y$. Modulo 1 it equals $\sum_nx_n$, because a change of frame alters it by an integer winding. Its change is thus the change of $\sum_nx_n$ with every centre followed continuously. Choose a reference position $x^*$ that no centre occupies at $k_y=0$ or $\pi$, and let $\bar x_n$ be the representative of $x_n$ between $x^*$ and $x^*+1$. At the two ends the representatives are equal in pairs, so $2P^I=\sum_n\bar x_n$ modulo 2, and (23) becomes

$$\nu=\Delta\sum_n\bar x_n-\Delta\sum_nx_n\pmod 2, \tag{27}$$

where $\Delta$ now denotes the change from $k_y=0$ to $k_y=\pi$. The two sums move together except when a centre passes $x^*$. Its representative then jumps by $-1$ or $+1$ while the continuous position does not. So $\nu$ is the parity of the total number of times the centres cross the reference line. A centre that passes $x^*$ and returns counts twice and contributes nothing. For one pair with $\nu=1$, the centres, equal at $k_y=0$, separate between the two lines, and at $k_y=\pi$ each coincides with a periodic image of the other. If the two, followed continuously, end $n$ lattice constants apart, then twice their common representative differs from their sum by $n$ modulo 2, so (27) gives $\nu=n$ modulo 2 and $n$ is odd.

If the spin component $s_z$ is conserved, the count reduces to a Chern number. Let $X(k_y)$ be the sum of the spin-up centres, followed continuously from $k_y=-\pi$ to $\pi$. The calculation in (25), with $k_y$ also reversed, gives $X(-k_y)$ for the spin-down sum modulo 1. Then $2\Delta P^I=2[X(\pi)-X(0)]$ modulo 2 and $\Delta P_\rho=[X(\pi)-X(0)]+[X(-\pi)-X(0)]$, so

$$\nu=X(\pi)-X(-\pi)\pmod 2. \tag{28}$$

The right side counts the lattice constants by which the spin-up charge moves as $k_y$ crosses the zone, which is the spin-up Chern number up to a sign convention. To see this, take a spin-up frame continuous for $-\pi\le k_y\le\pi$ and periodic in $k_x$, with traces $A_x$ and $A_y$ defined as in (11). Then $X=\frac1{2\pi}\int A_x\,dk_x$ up to a constant integer, and $\int\partial_{k_x}A_y\,dk_x=0$ by periodicity. So $X(\pi)-X(-\pi)=-\frac1{2\pi}\iint(\partial_{k_x}A_y-\partial_{k_y}A_x)\,d^2k$. Apart from the sign, this integral of the Berry curvature over the zone divided by $2\pi$ is the definition of the Chern number. The index keeps its parity. It also remains defined when spin is not conserved and this Chern number is not available.

A four-band model on a square lattice, without conservation of $s_z$, makes the formulas concrete. With Pauli matrices $s$ for spin and $\tau$ for two orbitals, and energies in units of a hopping $t$,

$$\begin{aligned}H={}&\sin k_x\,s_z\tau_x+0.3\,\tau_x+(\sin k_y+0.4\sin k_x)\,\tau_y\\&+(m-\cos k_x-\cos k_y)\,\tau_z+0.15\,s_x\tau_y+0.1\,(\sin k_y\,s_x-\sin k_x\,s_y).\end{aligned} \tag{29}$$

Here $\Theta=is_yK$ reverses all three $s$ matrices and $\tau_y$, and leaves $\tau_x$ and $\tau_z$ unchanged. Each term then goes into itself at $-\mathbf k$. Two bands are occupied, and for $m=1$ the smallest direct gap on the grid used is $1.33\,t$.

In a continuous frame for $m=1$ the sewing matrix at $\mathbf k=(0,0)$ has zero diagonal and $w_{12}=-0.7985+0.6019i=-w_{21}$. At $(\pi/2,0)$ it has $w_{11}=-0.0707+0.2666i$, $w_{12}=-0.7700+0.5753i$ and $w_{21}=0.8985-0.3415i$. It is no longer antisymmetric, but it is still unitary: the squared moduli in its first column are $0.0761$ and $0.9239$, with sum $1$.

The phases at the invariant points, in units of $\pi$, give $P_\theta$ through (20), which in these units is the change of $\arg\sqrt{\det w}$ minus the change of $\arg\mathrm{Pf}\,w$. On $k_y=0$ the root goes from $-0.2056$ to $-0.1143$ and the Pfaffian from $0.7944$ to $0.8857$. On $k_y=\pi$ the root goes from $0.2769$ to $0.0525$ and the Pfaffian from $0.2769$ to $-0.9475$. Hence

$$\begin{aligned}P_\theta(0)&=0.0913-0.0913=0,\\ P_\theta(\pi)&=-0.2244+1.2244=1,\end{aligned}\qquad \nu=1. \tag{30}$$

The four factors of (2) are $-1,-1$ on the first line and $+1,-1$ on the second, with product $-1$. When one member of the frame is given an extra factor $e^{ik_x}$ throughout the half zone, the line signs change from $(+1,-1)$ to $(-1,+1)$ and the product remains $-1$. When the factor is applied on $k_y=\pi$ alone, the frame is no longer continuous in $k_y$ and the product becomes $+1$, which is the wrong answer.

The Wannier centres lead to the same index. For $m=1$ both lie at $0.443$ when $k_y=0$. At $k_y=\pi/2$ they are at $0.091$ and $0.913$, and at $k_y=\pi$ they meet at $0.005$. Followed continuously, one descends from $0.443$ to $0.005$ and the other rises from $0.443$ to $1.005$, so a reference line at $x^*=0.7$ is crossed once. In (27) the representatives between $0.7$ and $1.7$ begin at $1.443$ and end at $1.005$. Their sum changes by $2(1.005-1.443)=-0.876$, while the continuous sum changes by $1.010-0.886=0.124$. The difference is $-1.000$, which is odd.

For $m=3$ the centres stay within $0.02$ of a lattice position at $k_y=0$, $\pi/4$, $\pi/2$, $3\pi/4$ and $\pi$. The net number of crossings is zero, the four factors are all $-1$, and $\nu=0$. The individual factors thus carry no meaning of their own: in the frames used here four negative signs describe the trivial insulator, and three the nontrivial one.

Two layers of this model, coupled by $0.1\,(\ell_x+\ell_ys_x)$ with Pauli matrices $\ell$ for the layer, have four occupied bands and a Pfaffian with three terms. Masses 1 and 3 give $\nu=1$. For masses 1 and 1 the two pairs of centres lie at $0.437$ and $0.450$ when $k_y=0$. A reference line at $x^*=0.73$ has two net crossings, and one at $x^*=0.444$, between the pairs, has a net count of zero. The count depends on the line, its parity does not, and $\nu=0$. In all four systems the numerical check tests the Pfaffian product against the crossings obtained from Wilson loops, and tests (17) and (20) against Berry phases computed from the definition (11).

## Table of computed values

```
Parameters, in units of the hopping t:
 on-site orbital mixing 0.3, skew hopping 0.4
 spin mixing 0.15, Rashba 0.1, interlayer 0.1
Half-zone grid: 120 steps in kx, 60 steps in ky
Layer masses (t): smallest direct gap (t), net crossings, product, nu
 (1.0,): 1.331, -1, -1, 1
 (3.0,): 2.040, +0, +1, 0
 (1.0, 3.0): 1.329, -1, -1, 1
 (1.0, 1.0): 1.141, -2, +1, 0
Mass 1: largest frame change between grid neighbours 0.110
Mass 1, w at kx=0, ky=0 (rows):
  -0.0000-0.0000i  -0.7985+0.6019i
  +0.7985-0.6019i  +0.0000-0.0000i
Mass 1, w at kx=pi/2, ky=0 (rows):
  -0.0707+0.2666i  -0.7700+0.5753i
  +0.8985-0.3415i  -0.2630-0.0832i
Mass 1: arg Pf/pi, arg sqrt(det)/pi, Pf/sqrt(det)
 (kx,ky)=(0,0): +0.7944, -0.2056, -1
 (kx,ky)=(pi,0): +0.8857, -0.1143, -1
 (kx,ky)=(0,pi): +0.2769, +0.2769, +1
 (kx,ky)=(pi,pi): -0.9475, +0.0525, -1
Mass 3: arg Pf/pi, arg sqrt(det)/pi, Pf/sqrt(det)
 (kx,ky)=(0,0): +0.8031, -0.1969, -1
 (kx,ky)=(pi,0): +0.8945, -0.1055, -1
 (kx,ky)=(0,pi): +0.9699, -0.0301, -1
 (kx,ky)=(pi,pi): -0.9171, +0.0829, -1
Mass 1: line signs at ky=0, ky=pi, and their product
 gauge winding 0 on both lines: +1, -1, -1
 gauge winding 1 on both lines: -1, +1, -1
 winding on ky=pi only (discontinuous frame): product +1
Mass 1: P_I, P_II, P_I-P_II by definition; P_I formula mod 1; P_theta formula mod 2
 ky=0, winding 0: +0.4434, +0.4434, +0; 0.4434; 0
 ky=0, winding 1: -0.5566, +0.4434, -1; 0.4434; 1
 ky=pi, winding 0: +0.0049, +0.0049, +0; 0.0049; 0
 ky=pi, winding 1: -0.9951, +0.0049, -1; 0.0049; 1
Wannier centres along x (lattice constants, mod 1)
 mass 1, ky=0: 0.443, 0.443
 mass 1, ky=pi/4: 0.197, 0.770
 mass 1, ky=pi/2: 0.091, 0.913
 mass 1, ky=3pi/4: 0.038, 0.971
 mass 1, ky=pi: 0.005, 0.005
 mass 3, ky=0: 0.005, 0.005
 mass 3, ky=pi/4: 0.017, 0.988
 mass 3, ky=pi/2: 0.009, 0.993
 mass 3, ky=3pi/4: 0.004, 0.997
 mass 3, ky=pi: 0.000, 0.000
```
